# Gompertz Switching Fields and Their Logarithmic Ramp-Rate Shift

## What dimensions and symmetry fix

A ferroelectric region is poled against the field that is about to be applied. The field rises as $E=rt$ from zero, with ramp rate $r>0$, and the region switches when its first nucleus of reversed polarization forms. Let the nucleation rate be

$$k(E)=k_0\,e^{E/E_s},\qquad k_0>0,\quad E_s>0 .$$

Three constants enter: $k_0$ (inverse time), $E_s$ (field) and $r$ (field per time). They form one independent dimensionless group,

$$\eta=\frac{k_0E_s}{r},$$

so any typical switching field must have the form $E_s f(\eta)$.

A symmetry suggests the function $f$. Replacing $E$ by $E+a$ multiplies the rate by $e^{a/E_s}$. What matters per unit of field is $k/r$, so this factor is undone by multiplying $r$ by $e^{a/E_s}$ too. A ramp faster by a factor $\lambda$ should therefore move the distribution rigidly upward by $E_s\ln\lambda$. The start of the ramp at $E=0$ breaks this symmetry, because it singles out one field. The logarithmic law is thus expected when switching near the start is improbable, and should fail otherwise.

## Simplest case: a constant rate

Suppose first that the field does not affect the rate, $k=k_0$. Nucleation is assumed memoryless: in a short interval $dt$ an unswitched region nucleates with probability $k_0\,dt$, whatever its past. The probability $S$ of being unswitched obeys

$$S(t+dt)=S(t)(1-k_0\,dt)\quad\Rightarrow\quad \frac{dS}{dt}=-k_0S .$$

With $S(0)=1$ and $t=E/r$,

$$S(E)=e^{-k_0E/r},\qquad \langle E\rangle=\int_0^\infty S\,dE=\frac{r}{k_0}.$$

The mean was obtained from $S$ by parts. The probability density of the switching field is $p=-dS/dE$, so

$$\langle E\rangle=-\int_0^\infty E\,\frac{dS}{dE}\,dE=-\big[ES\big]_0^\infty+\int_0^\infty S\,dE ,$$

and the bracket vanishes at both ends. Here the switching field is proportional to the ramp rate: the region waits a mean time $1/k_0$, and the field reached is $r$ times that.

## Generalization: a rate that follows the field

For a rate that varies during the ramp, the same argument gives $dS/dt=-k(E(t))\,S$. Dividing by $S$, integrating, and using $dt=dE/r$,

$$S(E)=\exp\left[-\frac1r\int_0^E k(E')\,dE'\right].$$

For the exponential rate the integral is $k_0E_s(e^{E/E_s}-1)$. Hence

$$\boxed{S(E)=\exp\left[-\eta\left(e^{E/E_s}-1\right)\right],\qquad E\ge0}$$

which is the Gompertz distribution. Its density is

$$p(E)=\frac{k(E)}{r}S(E)=\frac{\eta}{E_s}\exp\left[\frac{E}{E_s}-\eta\left(e^{E/E_s}-1\right)\right].$$

**Limit.** If $E_s\to\infty$ at fixed $E$, then $e^{E/E_s}-1\to E/E_s$ and $S\to e^{-k_0E/r}$, the constant-rate result.

The formula was also tested against the definition, by multiplying the probabilities $1-k\,dt$ of 200 000 successive short intervals, with $k$ taken at the middle of each. For $\eta=0.3$ up to $5E_s$, and for the example below up to 1.2 MV/cm, the largest absolute difference in $S$ was $1.6\times10^{-5}$.

**A different starting field.** If the ramp starts at $E_0$, the lower limit of the integral changes and

$$S(E)=\exp\left[-\eta\left(e^{E/E_s}-e^{E_0/E_s}\right)\right].$$

As $E_0\to-\infty$ the second term disappears. Writing $\eta=e^{-\ln(1/\eta)}$ then gives

$$S=\exp\left[-e^{E/E_s-\ln(1/\eta)}\right].$$

The ramp rate now enters through a displacement $E_s\ln(1/\eta)$ alone, which is the rigid shift required by the symmetry. This is the Gumbel distribution for minima; the Gompertz law is the same distribution conditioned on no switching below $E=0$.

## Typical switching fields

**Mode.** The density is largest where the derivative of its logarithm vanishes:

$$\frac{d\ln p}{dE}=\frac1{E_s}-\frac{\eta}{E_s}e^{E/E_s}=0
\quad\Rightarrow\quad E_{\rm mode}=E_s\ln\frac1\eta\qquad(\eta<1).$$

The second derivative, $-(\eta/E_s^2)e^{E/E_s}$, is negative, so this is a maximum. An equivalent form is $k(E_{\rm mode})=r/E_s$: at the mode, the mean waiting time equals the time the ramp takes to cross $E_s$. If $\eta\ge1$, the first derivative is negative for all $E>0$, and the mode sits at zero field.

**Median.** Setting $S=1/2$ gives $\eta(e^{E/E_s}-1)=\ln2$, so

$$E_{\rm med}=E_s\ln\left(1+\frac{\ln2}{\eta}\right).$$

Since $1/\eta\propto r$, differentiation with respect to $\ln r$ multiplies the term $\ln2/\eta$ by one:

$$\frac{dE_{\rm med}}{d\ln r}=E_s\frac{\ln2/\eta}{1+\ln2/\eta}=E_s\frac{\ln2}{\eta+\ln2}.$$

**Mean.** In $\langle E\rangle=\int_0^\infty S\,dE$ put $y=\eta e^{E/E_s}$, so that $dE=E_s\,dy/y$ and $S=e^{\eta-y}$:

$$\langle E\rangle=E_s e^\eta\int_\eta^\infty\frac{e^{-y}}{y}\,dy=E_s e^\eta E_1(\eta),$$

where the integral defines $E_1$. To find the slope, use $dE_1/d\eta=-e^{-\eta}/\eta$ and $d\eta/d\ln r=-\eta$:

$$\frac{d\langle E\rangle}{d\ln r}=-\eta E_s\left[e^\eta E_1(\eta)-\frac1\eta\right]=E_s-\eta\langle E\rangle .$$

The term $-\eta\langle E\rangle$ measures the broken symmetry. The slope is $0.404E_s$ at $\eta=1$, $0.799E_s$ at $\eta=0.1$ and $0.959E_s$ at $\eta=0.01$.

**Slow limit, $\eta\gg1$.** Repeated integration by parts gives

$$e^\eta E_1(\eta)=\frac1\eta-\frac1{\eta^2}+\frac2{\eta^3}-\dots,$$

an asymptotic series: its coefficients grow as $n!$, so it diverges for every $\eta$, but its first terms are accurate when $\eta\gg1$. Hence $\langle E\rangle\approx E_s/\eta=r/k_0$. The region switches before the field has changed the rate appreciably, and the constant-rate result returns. At $\eta=50$, numerical integration gives $\langle E\rangle/(r/k_0)=0.9808$, in agreement with $1-1/50+2/50^2$. A logarithmic shift is therefore not a general property of the Gompertz distribution.

## The fast ramp and the logarithmic law

Define $Q=\eta(e^{E/E_s}-1)$, evaluated at the random switching field. Because $Q$ increases with $E$, the probability that $Q$ exceeds $q$ is the value of $S$ where the exponent equals $q$, namely $e^{-q}$. Thus $Q$ is an exponential variable of unit mean, whatever $\eta$ is. Solving for the field,

$$E=E_s\ln\left(1+\frac Q\eta\right)=E_s\left[\ln\frac1\eta+\ln(Q+\eta)\right].$$

For $\eta\ll1$ the last term tends to $\ln Q$, which does not contain the ramp rate. Its mean and variance also converge, since for $\eta\le1$ the size of $\ln(Q+\eta)$ is bounded by $|\ln Q|+\ln(1+Q)$, whose square has a finite mean.

The moments of $\ln Q$ follow from

$$\langle e^{s\ln Q}\rangle=\int_0^\infty q^s e^{-q}\,dq=\Gamma(1+s).$$

The product formula for the gamma function gives

$$\ln\Gamma(1+s)=-\gamma s+\sum_{n=1}^\infty\left[\frac sn-\ln\left(1+\frac sn\right)\right]
=-\gamma s+\frac{s^2}{2}\sum_{n=1}^\infty\frac1{n^2}+\dots,$$

where $\gamma\approx0.577$ is Euler's constant. The coefficient of $s$ is the mean and that of $s^2/2$ the variance. Since $\sum 1/n^2=\pi^2/6$,

$$\langle E\rangle\approx E_s\left[\ln\frac{r}{k_0E_s}-\gamma\right],\qquad
\sigma_E\approx\frac{\pi}{\sqrt6}E_s .$$

For two ramp rates, both with $\eta\ll1$ and at fixed temperature,

$$\boxed{E(r_2)-E(r_1)\approx E_s\ln\frac{r_2}{r_1}}$$

for mode, median and mean alike. The shift is $E_s\ln10$ per decade, and the width stays constant.

**Size of the error.** From $d(E_1+\ln\eta)/d\eta=(1-e^{-\eta})/\eta=1-\eta/2+\dots$ one obtains $E_1=C-\ln\eta+\eta+\dots$, and the limit just found requires $C=-\gamma$. Multiplication by $e^\eta=1+\eta+\dots$ gives

$$\frac{\langle E\rangle}{E_s}=\ln\frac1\eta-\gamma+\eta\left[1-\gamma+\ln\frac1\eta\right]+\dots$$

At $\eta=10^{-3}$ the last term is 0.00733, and numerical integration finds the same difference to the digits shown.

## Where the exponential rate comes from

Let nucleation be thermally activated, $k=\nu e^{-U/k_BT}$, with a constant attempt rate $\nu$. Reversing the polarization from $-P_s$ to $+P_s$ in a volume $V^*$ lowers the energy by $2P_sV^*E$. Near a working field the barrier is approximated by a straight line,

$$U(E)=U_0-2P_sV^*E ,$$

in which the slope defines the activation volume $V^*$. Comparison with $k_0e^{E/E_s}$ gives

$$E_s=\frac{k_BT}{2P_sV^*},\qquad k_0=\nu e^{-U_0/k_BT}.$$

$U_0$ is the line extrapolated to zero field and need not be the true barrier there.

## One grain in numbers

Take a grain in a 10 nm film with $P_s=20$ µC/cm², $V^*=2$ nm³, $U_0=0.90$ eV, $\nu=10^{12}$ s⁻¹, $T=300$ K and $r=10^4$ MV/cm/s. The coupling $2P_sV^*=8.0\times10^{-28}$ C m lowers the barrier by 0.499 eV for each MV/cm. With $k_BT=0.02585$ eV,

$$E_s=\frac{0.02585}{0.499}=0.0518\ \text{MV/cm},\qquad k_0=10^{12}e^{-34.81}\approx7.6\times10^{-4}\ \text{s}^{-1},$$

$$\eta=\frac{7.6\times10^{-4}\times0.0518}{10^4}=3.9\times10^{-9},\qquad \ln\frac1\eta=19.35 .$$

The ramp is deep in the fast regime. The mode is $0.0518\times19.35=1.00$ MV/cm, the median 0.983 MV/cm and the mean 0.972 MV/cm. This order reflects the longer tail toward low fields: an early nucleus can form at any stage of the ramp, while the exponential rate soon removes late survivors. The standard deviation is 0.066 MV/cm.

The shift is $0.0518\times2.303=0.119$ MV/cm per decade, or 0.119 V across the film. Numerical medians at $10^3$, $10^4$ and $10^5$ MV/cm/s are 0.864, 0.983 and 1.102 MV/cm, with this spacing.

## Testing the straight barrier

A common alternative is the Merz rate, proportional to $e^{-E_a/E}$. Match its value and logarithmic slope to the exponential rate at the reference mode $E_*=1.002$ MV/cm. Equal slopes require $E_a/E_*^2=1/E_s$, so $E_a=E_*^2/E_s=19.4$ MV/cm.

The medians, in MV/cm, are:

| Ramp rate (MV/cm/s) | Exponential | Merz |
|---|---:|---:|
| $10^2$ | 0.745 | 0.814 |
| $10^4$ | 0.983 | 0.989 |
| $10^6$ | 1.221 | 1.255 |

The Merz median is higher in each row, for a reason that can be shown. The second derivative of $-E_a/E$ is $-2E_a/E^3<0$, so the logarithm of the Merz rate lies below its tangent, which is the exponential rate. A smaller rate at every field except $E_*$ means later switching.

Over the lower two decades the Merz shift is 0.176 MV/cm instead of 0.238 MV/cm, about 26% less; over the upper two it is 0.266 MV/cm, about 11.5% more. The logarithmic law is thus local and approximate. Differentiating $\int_0^{E}k\,dE'=r\ln2$ gives $dE_{\rm med}/d\ln r=\int_0^{E}k\,dE'/k(E)$, which equals the inverse logarithmic slope of $k$ only for a pure exponential in the fast regime. For the Merz rate it lies 7 to 11% below the local scale $E^2/E_a$ over the three rows; at $10^4$ MV/cm/s, where value and slope were matched, the local shift is 0.106 rather than 0.119 MV/cm per decade.

The same caution applies to slow ramps. The crossover $\eta=1$ lies at $r=k_0E_s=3.9\times10^{-5}$ MV/cm/s, where switching would occur near zero field, far from where the line was fitted. Likewise $1/k_0\approx1300$ s is not a retention time, because $k_0$ is an extrapolation to zero field; the Merz rate, for example, vanishes there.

## Beside a real film

The polarization, thickness and mode are in the rough range of hafnium zirconium oxide films, whose coercive fields are of order 1 MV/cm. The ramp rate is that of a 1 kHz triangular wave of amplitude 2.5 MV/cm. The values of $V^*$, $U_0$ and $\nu$ are model choices, not measured properties. A real film has many grains, so the assumption of a single grain with one barrier does not hold for it. For independent grains with equal $V^*$ and $P_s$, the fast-ramp formula reads

$$E=\frac{U_0+k_BT\ln[r/(\nu E_s)]+k_BT\ln Q}{2P_sV^*}.$$

A spread of $U_0$, independent of $Q$, adds its variance to the thermal one. An assumed standard deviation of 0.05 eV gives $0.05/0.499=0.100$ MV/cm, and the total width becomes $\sqrt{0.066^2+0.100^2}=0.120$ MV/cm, nearly twice the single-grain value. The mean still shifts by 0.119 MV/cm per decade. The Gompertz width therefore describes repeated ramps on one grain, while the shift survives this averaging. Interface layers, trapped charge, interactions between grains and a spread of $V^*$ are left out.

**Temperature.** At 358 K, with the ramp rate, $U_0$, $V^*$, $P_s$ and $\nu$ held fixed, the median falls to 0.814 MV/cm and the shift rises to 0.142 MV/cm per decade, in proportion to $T$. For the straight barrier, then, the room-temperature shift understates the shift at 358 K, although the switching field itself is lower there. This direction depends on the shape of the barrier. If the matched Merz rate is read as a thermal barrier $U\propto1/E$, so that $E_a\propto1/T$ at fixed prefactor, the local shift at $10^4$ MV/cm/s falls from 0.106 to 0.090 MV/cm per decade over the same temperature range, because the local scale $E^2/E_a$ drops as the switching field drops. No rule for a real film follows without knowing $U(E)$ and the temperature dependence of $P_s$.

**Growth.** A wall moving at an assumed 0.1 m/s crosses 10 nm in 100 ns, during which the field rises by 0.001 MV/cm, or 2% of $E_s$. Since $k(E_{\rm mode})=r/E_s$, the same 2% estimates the number of further nuclei during growth. For a single wall at this fixed speed the lag is proportional to $r$, however. At $10^6$ MV/cm/s it would be 0.1 MV/cm, about $2E_s$, though further nuclei formed during growth would shorten it. The last row of the table therefore gives nucleation fields, not fields of completed switching.

**Other limits.** With a reverse rate $k_0e^{-E/E_s}$, the expected number of return events during the ramp is about $3\times10^{-16}$. At the mode a barrier of 0.40 eV remains, about $15k_BT$, so activated escape is a consistent picture. The straight barrier vanishes at 1.80 MV/cm, and the model ends before that field; breakdown is put roughly at 4 MV/cm. Taking $\nu$ as the barrier-top frequency, the usual estimate $h\nu/(2\pi k_B)$ puts the crossover to tunnelling near 8 K, far below the temperature of use.

The numerical output below lists the main values used here.

## Table of computed values

```
Input polarization Ps: 20.0 uC/cm2
Input activation volume: 2.0 nm3
Input extrapolated barrier U0: 0.90 eV
Input attempt rate nu: 1.0e+12 1/s
Input temperature: 300 K
Input ramp rate r: 1.0e+04 MV/cm/s
Input film thickness: 10 nm
Thermal energy kB*T: 0.02585 eV
Field scale Es: 0.05177 MV/cm
Zero-field rate k0: 7.597e-04 1/s
Zero-field waiting time 1/k0: 1316 s
eta = k0*Es/r: 3.934e-09
ln(1/eta): 19.354
Crossover ramp rate k0*Es: 3.93e-05 MV/cm/s
Mode: 1.0020 MV/cm
Median: 0.9831 MV/cm
Mean: 0.9721 MV/cm
Standard deviation: 0.0664 MV/cm
Shift per decade Es*ln(10): 0.1192 MV/cm
Median as voltage: 0.9831 V
Shift per decade as voltage: 0.1192 V
Median at r*10^(-2): 0.7446 MV/cm
Median at r*10^(-1): 0.8638 MV/cm
Median at r*10^(1): 1.1023 MV/cm
Median at r*10^(2): 1.2215 MV/cm
Slope of mean over Es at eta=1.0: 0.404
Slope of mean over Es at eta=0.1: 0.799
Slope of mean over Es at eta=0.01: 0.959
Slow ramp, eta=50: mean over r/k0: 0.9808
Largest error of S against short trials: 1.6e-05
Error of log mean over Es at eta=0.001: 0.00733
Its leading estimate: 0.00733
Merz activation field Ea: 19.39 MV/cm
Merz median at r*10^(-2): 0.8138 MV/cm
Merz median at r*10^(0): 0.9894 MV/cm
Merz median at r*10^(2): 1.2552 MV/cm
Assumed barrier spread: 0.05 eV
Field spread from barriers alone: 0.1001 MV/cm
Total spread of many grains: 0.1202 MV/cm
Many-grain mean shift per decade: 0.1192 MV/cm
Temperature of hot use: 358 K
Median in hot use: 0.8137 MV/cm
Shift per decade in hot use: 0.1423 MV/cm
Assumed wall speed: 0.1 m/s
Assumed growth distance: 10 nm
Growth time: 100 ns
Growth lag in field: 0.00100 MV/cm
Growth lag over Es: 0.0193
Expected return events in ramp: 2.9e-16
Barrier left at the mode: 0.400 eV
Field where linear barrier vanishes: 1.802 MV/cm
Rough breakdown field: 4.0 MV/cm
Tunnelling crossover temperature: 7.6 K
```
